# Trivalent cerium fraction of a 5 nm ceria sphere: verification in Python

```python
"""Trivalent cerium fraction of a ceria sphere with one reduced shell.

Result under test:
    F = y*q*w/(q*w + 1 - w),  y = 2*d,  w = 1 - (1 - 2*t/D)**3
D: outer diameter, t: shell thickness, shell composition CeO(2-d),
y: Ce3+ fraction in the shell, w: volume share of the shell,
q: cation density of the shell divided by that of the core,
F: Ce3+ ions divided by all Ce ions. Lengths are in nm.
"""
import numpy as np
from scipy.integrate import quad

D = 5.0                # outer diameter
t = 0.30               # shell thickness
d = 0.25               # oxygen deficit per Ce in the shell
a = 0.54               # rough lattice constant of ceria
expansion = 0.025      # rough free linear expansion of the shell
size_spread = 0.15     # log-normal width of the diameters
core_y = 0.01          # chosen residual Ce3+ fraction in the core
shell_h = 0.10         # chosen hydrogen ions per shell Ce
escape = 1.2           # rough photoelectron attenuation length
R = D / 2


def shell_y(deficit, hydrogen=0.0):
    return 2 * deficit + hydrogen


def volume_share(thickness, diameter):
    return 1 - (1 - 2 * thickness / diameter) ** 3


def fraction(y, w, q=1.0):
    return y * q * w / (q * w + 1 - w)


# Charge balance: enumerate every integer number of Ce3+ ions.
def neutral_counts(n_ce, n_o, n_h):
    return [n3 for n3 in range(n_ce + 1)
            if 3 * n3 + 4 * (n_ce - n3) + n_h == 2 * n_o]


for removed in range(5):
    for n_h in range(9 - 2 * removed):
        found = neutral_counts(8, 16 - removed, n_h)
        assert len(found) == 1
        assert abs(found[0] / 8 - shell_y(removed / 8, n_h / 8)) < 1e-12
# Uptake of one whole water molecule leaves the Ce3+ count unchanged.
assert neutral_counts(8, 14, 0) == neutral_counts(8, 15, 2) == [4]

y = shell_y(d)
w = volume_share(t, D)
F = fraction(y, w)
q_exp = (1 + expansion) ** -3
F_exp = fraction(y, w, q_exp)
oxygen_ratio = 2 - F / 2
density = 4 / a ** 3
volume = 4 * np.pi * R ** 3 / 3
n_ce = density * volume
n_shell = n_ce * w
n_three = n_ce * F


# Radial integration of ion densities, core and shell separately.
def radial_amount(core_value, shell_value):
    core = quad(lambda r: 4 * np.pi * r * r * core_value, 0, R - t)[0]
    shell = quad(lambda r: 4 * np.pi * r * r * shell_value, R - t, R)[0]
    return core + shell


for q in (1.0, q_exp):
    cations = radial_amount(1, q)
    assert abs(radial_amount(0, q * y) / cations - fraction(y, w, q)) < 1e-10
    o_per_ce = radial_amount(2, q * (2 - d)) / cations
    assert abs(o_per_ce - (2 - fraction(y, w, q) / 2)) < 1e-10
F_core = F + core_y * (1 - w)
assert abs(radial_amount(core_y, y) / radial_amount(1, 1) - F_core) < 1e-10


# Photoemission from an isolated sphere, detector along +z.
def core_signal(rho):
    outer = np.sqrt(R ** 2 - rho ** 2)
    inner = np.sqrt(max((R - t) ** 2 - rho ** 2, 0.0))
    return 2 * np.pi * rho * escape * (
        np.exp(-(outer - inner) / escape) - np.exp(-(outer + inner) / escape))


k = 2 * R / escape
total_signal = 2 * np.pi * escape * (
    R ** 2 / 2 - (escape / 2) ** 2 * (1 - (1 + k) * np.exp(-k)))
w_photo = 1 - quad(core_signal, 0, R - t)[0] / total_signal
F_photo = y * w_photo

# Count cerium sites of an fcc lattice in randomly placed spheres.
rng = np.random.default_rng(12)


def count_sites(lattice, trials=400):
    m = int(np.ceil(R / lattice)) + 1
    axis = np.arange(-m, m + 1)
    cells = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    sites = (cells[:, None, :] + basis).reshape(-1, 3) * lattice
    rows = []
    for shift in rng.random((trials, 3)) * lattice:
        p = sites + shift
        r2 = np.sum(p * p, axis=1)
        p, r2 = p[r2 < R ** 2], r2[r2 < R ** 2]
        in_shell = r2 > (R - t) ** 2
        path = np.sqrt(R ** 2 - p[:, 0] ** 2 - p[:, 1] ** 2) - p[:, 2]
        weight = np.exp(-path / escape)
        rows.append([len(p), in_shell.sum(),
                     weight.sum(), weight[in_shell].sum()])
    return np.array(rows, dtype=float)


# Tolerances cover the sampling error of 400 random placements.
counts = count_sites(a)
mean = counts.mean(axis=0)
w_count = mean[1] / mean[0]
assert abs(mean[0] / n_ce - 1) < 0.005
assert abs(w_count - w) < 0.005
assert abs(mean[3] / mean[2] - w_photo) < 0.01
scatter = np.std(y * counts[:, 1] / counts[:, 0])
stretched = count_sites(a * (1 + expansion)).mean(axis=0)
core_count = mean[0] - mean[1]
F_exp_count = y * stretched[1] / (stretched[1] + core_count)
assert abs(F_exp_count - F_exp) < 0.003

# Thin-shell limit: the error of 6t/D must vanish in proportion to t.
errors = [6 * s / D / volume_share(s, D) - 1 for s in (0.002, 0.001)]
assert abs(errors[0] / errors[1] - 2) < 0.01
F_flat = y * 6 * t / D
F_radius = fraction(y, volume_share(t, 2 * D))
F_one_electron = fraction(d, w)

# Exponential depth profile: same surface value, decay length t.
tau = t / R
F_profile = 3 * y * (tau - 2 * tau ** 2
                     + 2 * tau ** 3 * (1 - np.exp(-1 / tau)))
profile_num = quad(lambda r: 3 * r * r / R ** 3 * y * np.exp((r - R) / t),
                   0, R)[0]
assert abs(F_profile - profile_num) < 1e-9


# Log-normal diameters with number median D, all ions pooled.
def moment(n):
    return D ** n * np.exp(n * n * size_spread ** 2 / 2)


F_spread = y * (6 * t * moment(2) - 12 * t ** 2 * moment(1)
                + 8 * t ** 3) / moment(3)


def pooled(amount):
    return quad(lambda g: np.exp(-g * g / 2)
                * amount(D * np.exp(size_spread * g)), -9, 9)[0]


spread_num = y * (1 - pooled(lambda s: max(s - 2 * t, 0) ** 3)
                  / pooled(lambda s: s ** 3))
assert abs(F_spread - spread_num) < 1e-7

# Octahedron |x|+|y|+|z| < c of equal volume, shell measured from facets.
c = (0.75 * volume) ** (1 / 3)
inradius = c / np.sqrt(3)
w_oct = 1 - (1 - t / inradius) ** 3
points = np.abs(rng.uniform(-c, c, (1200000, 3))).sum(axis=1)
inside = points[points < c]
assert abs(np.mean((c - inside) / np.sqrt(3) < t) - w_oct) < 0.006
F_oct = y * w_oct

F_hydrogen = fraction(shell_y(d, shell_h), w)
F_thin = fraction(y, volume_share(t - 0.05, D))
F_thick = fraction(y, volume_share(t + 0.05, D))

print(f"outer diameter D = {D:.1f} nm")
print(f"shell thickness t = {t:.2f} nm")
print(f"shell oxygen deficit d = {d:.2f} per Ce")
print(f"shell O/Ce ratio = {2 - d:.2f}")
print(f"rough lattice constant = {a:.2f} nm")
print(f"spacing of (111) Ce layers = {a / np.sqrt(3):.3f} nm")
print(f"core radius = {R - t:.2f} nm")
print(f"sphere volume = {volume:.2f} nm^3")
print(f"core volume = {volume * (1 - w):.2f} nm^3")
print(f"shell volume = {volume * w:.2f} nm^3")
print(f"core volume share = {1 - w:.4f}")
print(f"shell volume share w = {w:.4f}")
print(f"Ce3+ fraction in shell y = {y:.2f}")
print(f"RESULT Ce3+ fraction F = {F:.4f} = {100 * F:.1f} %")
print(f"O/Ce ratio of whole particle = {oxygen_ratio:.4f}")
print(f"Ce density = {density:.2f} per nm^3")
print(f"Ce ions in particle = {n_ce:.0f}")
print(f"Ce ions in shell = {n_shell:.0f}")
print(f"Ce3+ ions = {n_three:.0f}")
print(f"missing oxygen ions = {n_three / 2:.0f}")
print(f"shell share from site counting = {w_count:.4f}")
print(f"single-particle scatter of F (std) = {scatter:.4f}")
print(f"input: shell linear expansion = {100 * expansion:.1f} %")
print(f"density ratio q with expansion = {q_exp:.4f}")
print(f"F with expansion, site counting = {F_exp_count:.4f}")
print(f"input: log-normal width = {size_spread:.2f}")
print(f"input: core Ce3+ fraction = {core_y:.2f}")
print(f"input: H per shell Ce = {shell_h:.2f}")
print(f"input: attenuation length = {escape:.1f} nm")
print(f"octahedron inradius = {inradius:.3f} nm")
print("F in each case, and change relative to RESULT:")
cases = [("error: flat shell 6t/D", F_flat),
         ("error: 5 nm taken as radius", F_radius),
         ("error: y = d", F_one_electron),
         ("shell expanded", F_exp),
         ("t smaller by 0.05 nm", F_thin),
         ("t larger by 0.05 nm", F_thick),
         ("exponential profile", F_profile),
         ("spread of diameters", F_spread),
         ("octahedron, equal volume", F_oct),
         ("Ce3+ in core", F_core),
         ("hydrogen in shell", F_hydrogen),
         ("photoemission, apparent", F_photo)]
for name, value in cases:
    print(f"  {name}: {value:.4f} ({100 * (value / F - 1):+.1f} %)")
print("finished without a failed check")
```

It prints:

```
outer diameter D = 5.0 nm
shell thickness t = 0.30 nm
shell oxygen deficit d = 0.25 per Ce
shell O/Ce ratio = 1.75
rough lattice constant = 0.54 nm
spacing of (111) Ce layers = 0.312 nm
core radius = 2.20 nm
sphere volume = 65.45 nm^3
core volume = 44.60 nm^3
shell volume = 20.85 nm^3
core volume share = 0.6815
shell volume share w = 0.3185
Ce3+ fraction in shell y = 0.50
RESULT Ce3+ fraction F = 0.1593 = 15.9 %
O/Ce ratio of whole particle = 1.9204
Ce density = 25.40 per nm^3
Ce ions in particle = 1663
Ce ions in shell = 530
Ce3+ ions = 265
missing oxygen ions = 132
shell share from site counting = 0.3185
single-particle scatter of F (std) = 0.0019
input: shell linear expansion = 2.5 %
density ratio q with expansion = 0.9286
F with expansion, site counting = 0.1513
input: log-normal width = 0.15
input: core Ce3+ fraction = 0.01
input: H per shell Ce = 0.10
input: attenuation length = 1.2 nm
octahedron inradius = 2.114 nm
F in each case, and change relative to RESULT:
  error: flat shell 6t/D: 0.1800 (+13.0 %)
  error: 5 nm taken as radius: 0.0847 (-46.8 %)
  error: y = d: 0.0796 (-50.0 %)
  shell expanded: 0.1513 (-5.0 %)
  t smaller by 0.05 nm: 0.1355 (-14.9 %)
  t larger by 0.05 nm: 0.1820 (+14.3 %)
  exponential profile: 0.1420 (-10.9 %)
  spread of diameters: 0.1512 (-5.1 %)
  octahedron, equal volume: 0.1841 (+15.6 %)
  Ce3+ in core: 0.1661 (+4.3 %)
  hydrogen in shell: 0.1911 (+20.0 %)
  photoemission, apparent: 0.2355 (+47.9 %)
finished without a failed check
```
